# The Extended Koopmans Eigenproblem and Its Exactness for Two-Electron Singlets

## 1. Result and conventions

Let $\Psi$ be a normalized singlet eigenstate of $N$ electrons, $H\Psi=E\Psi$, in a basis of $M$ real orthonormal orbitals. All operators act within this basis, so $\Psi$ is a full configuration-interaction (full-CI) state. The matrix of $H$ is real, so $\Psi$ can be chosen with real coefficients, also when its level is degenerate; this choice is made throughout. With $\sigma,\tau\in\{\alpha,\beta\}$,

$$H=\sum_{pq\sigma}h_{pq}a^\dagger_{p\sigma}a_{q\sigma}+\tfrac12\sum_{pqrs\,\sigma\tau}(pq|rs)\,a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}.$$

A constant, such as the nuclear repulsion, cancels from ionization energies. Define

$$\gamma_{pq}=\sum_\sigma\langle a^\dagger_{p\sigma}a_{q\sigma}\rangle,\qquad \Gamma_{prst}=\sum_{\sigma\tau}\langle a^\dagger_{p\sigma}a^\dagger_{s\tau}a_{t\tau}a_{r\sigma}\rangle,$$

$$F_{pq}=\sum_r\gamma_{pr}h_{qr}+\sum_{rst}\Gamma_{prst}(qr|st).$$

The extended Koopmans eigenproblem is

$$\boxed{-F\,c=I\,\gamma\,c,\qquad I=E_{\rm ion}-E.}$$

For $N=2$ and nonsingular $\gamma$, its $M$ roots are all the exact ionization energies in the basis: $I_k=e_k-E$, where $e_k$ are the eigenvalues of $h$. The condition on $\gamma$ is needed; section 5 shows what happens without it. "Exact" refers to the chosen orbitals and Hamiltonian, not to experiment.

## 2. Derivation of the eigenproblem

Approximate the ion by removing one electron from the correlated state:

$$\Phi=\sum_q c_q\,a_{q\sigma}\Psi .$$

The spin $\sigma$ is fixed. The ionization energy of this trial state is

$$I[c]=\frac{\langle\Phi|H-E|\Phi\rangle}{\langle\Phi|\Phi\rangle}=\frac{c^TAc}{c^TSc},\qquad A_{pq}=\langle a^\dagger_{p\sigma}(H-E)a_{q\sigma}\rangle,\quad S_{pq}=\langle a^\dagger_{p\sigma}a_{q\sigma}\rangle .$$

Both matrices are real and symmetric. The gradient of $I[c]$ is $2(Ac-I\,Sc)/(c^TSc)$, so stationarity gives $Ac=I\,Sc$. It remains to express $A$ through density matrices.

**From $A$ to a commutator.** Since $(H-E)\Psi=0$,

$$(H-E)a_{q\sigma}\Psi=[H,a_{q\sigma}]\Psi,\qquad A_{pq}=-\langle a^\dagger_{p\sigma}[a_{q\sigma},H]\rangle .$$

**One-electron part.** From $[a_{q\sigma},a^\dagger_{p\mu}a_{r\mu}]=\delta_{qp}\delta_{\sigma\mu}a_{r\mu}$ we obtain $\sum_r h_{qr}a_{r\sigma}$.

**Two-electron part.** Moving $a_{q\sigma}$ through two creation operators gives

$$[a_{q\sigma},a^\dagger_{p\mu}a^\dagger_{r\tau}]=\delta_{qp}\delta_{\sigma\mu}a^\dagger_{r\tau}-\delta_{qr}\delta_{\sigma\tau}a^\dagger_{p\mu}.$$

Passing the two annihilation operators costs two signs, hence none. The interaction $\tfrac12\sum(pu|rs)a^\dagger_{p\mu}a^\dagger_{r\tau}a_{s\tau}a_{u\mu}$ therefore contributes

$$\tfrac12\sum(qu|rs)\,a^\dagger_{r\tau}a_{s\tau}a_{u\sigma}-\tfrac12\sum(pu|qs)\,a^\dagger_{p\mu}a_{s\sigma}a_{u\mu}.$$

In the second sum, $-a_{s\sigma}a_{u\mu}=a_{u\mu}a_{s\sigma}$ and $(pu|qs)=(qs|pu)$. After relabelling it equals the first sum, and the factors $\tfrac12$ add to one:

$$[a_{q\sigma},H]=\sum_r h_{qr}a_{r\sigma}+\sum_{rst\,\tau}(qr|st)\,a^\dagger_{s\tau}a_{t\tau}a_{r\sigma}.$$

**Spin.** A singlet is unchanged, up to a phase, when $\alpha$ and $\beta$ are interchanged by a spin rotation. Each value of $\sigma$ thus supplies half of the spin-summed quantities:

$$S=\tfrac12\gamma,\qquad A=-\tfrac12F .$$

Inserting these in $Ac=I\,Sc$ and cancelling $\tfrac12$ gives the boxed equation. Because $A$ is symmetric, so is $F$.

**If $\Psi$ is not an eigenstate**, the first step leaves a remainder:

$$A_{pq}=\langle a^\dagger_{p\sigma}[H,a_{q\sigma}]\rangle+\langle a^\dagger_{p\sigma}a_{q\sigma}(H-E)\rangle,\qquad E=\langle H\rangle.$$

The last term need not vanish or be symmetric, so $F$ can be asymmetric and its roots lose their variational meaning.

## 3. Null space, bounds and Dyson orbitals

If $\gamma v=0$, then $\|\sum_qv_qa_{q\sigma}\Psi\|^2=v^TSv=0$: that combination removes nothing, and $Fv=0$ as well. Such directions must be discarded before solving. On the remaining space choose the columns of $X$ so that $X^T\gamma X=1$, and diagonalize $-X^TFX$.

The roots are those of $H-E$ restricted to a subspace of ion states. By the variational principle for ordered eigenvalues, the $k$-th root is not below the $k$-th exact ionization energy of the same spin sector.

Normalize $\Phi$ by $c^TSc=1$. Its Dyson orbital, the overlap of the ion with the neutral state after removal of an electron, has components

$$g_p=\langle\Phi|a_{p\sigma}|\Psi\rangle=(Sc)_p .$$

The squared length $|g|^2$ is the pole strength, the weight of this ion state in one-electron removal.

## 4. Two electrons: why the roots are exact

Write the singlet as

$$\Psi=\sum_{pq}C_{pq}\,a^\dagger_{p\alpha}a^\dagger_{q\beta}|0\rangle,\qquad C=C^T,\qquad \mathrm{tr}\,C^2=1 .$$

The matrix is symmetric because the spatial function of a singlet is symmetric; the trace is the norm. Remove the $\beta$ electron. Since $a_{r\beta}a^\dagger_{p\alpha}a^\dagger_{q\beta}|0\rangle=-\delta_{rq}a^\dagger_{p\alpha}|0\rangle$,

$$\sum_qc_qa_{q\beta}\Psi=-\sum_p d_p\,a^\dagger_{p\alpha}|0\rangle,\qquad d=Cc .$$

The vector $c$ describes the removal, while $d$ is the orbital of the electron left behind. That electron has no partner, so $H$ acts on it as $h$. Hence

$$S=C^2,\qquad A=C(h-E)C,$$

and the eigenproblem reads

$$C(h-E)C\,c=I\,C^2c .$$

Since $\gamma=2C^2$, a nonsingular $\gamma$ means an invertible $C$. Multiplying by $C^{-1}$ gives

$$h\,d=(E+I)\,d .$$

The map $c\mapsto d$ is one-to-one, so every eigenvector of $h$ occurs. This proves the result for all $M$ roots. Physically, removing one electron in all possible ways leaves the other in every orbital of the basis, so the trial space is the whole ion space.

**The same result from $F$.** Acting with $H$ on $\Psi$ gives the CI equation

$$hC+Ch+V[C]=EC,\qquad V[C]_{pq}=\sum_{rs}(pr|qs)C_{rs}.$$

The terms are the one-electron operator on the first electron, on the second, and the repulsion. With two electrons of opposite spin, $\langle a^\dagger_{p\alpha}a^\dagger_{s\beta}a_{t\beta}a_{r\alpha}\rangle=C_{ps}C_{rt}$. The other spin assignment gives the same, so $\Gamma_{prst}=2C_{ps}C_{rt}$. Therefore

$$\tfrac12F=C^2h+C\,V[C]=C\,(Ch+V[C])=C\,(EC-hC)=EC^2-ChC,$$

which is $-A$, as required. The repulsion has not been neglected: the CI equation has eliminated it in favour of $E$ and $h$.

**Pole strengths.** Here $c^TSc=d^Td=1$ and $g=C^2c=Cd$. Summed over a complete orthonormal set $d_k$, $\sum_k|Cd_k|^2=\mathrm{tr}\,C^2=1$, the number of $\beta$ electrons.

**Natural orbitals.** Choose the eigenvectors of $C$, with eigenvalues $C_i$ and occupations $n_i=2C_i^2$. Then

$$\frac{-F_{ij}}{\sqrt{n_in_j}}=\frac{C_iC_j}{|C_iC_j|}\,(h_{ij}-E\,\delta_{ij}).$$

The magnitudes of the occupations cancel. A weakly occupied orbital enters with the full strength of $h_{ij}$, so a small occupation is no reason to drop it. Errors in $F$, however, are divided by $\sqrt{n_in_j}$, so small occupations demand accurate density matrices.

## 5. Where exactness fails

**Singular pair matrix.** Let $P$ project onto the range of $C$. The eigenproblem states $C(h-E-I)d=0$ with $d=Cc$ in that range. For symmetric $C$, the null space is the orthogonal complement of the range, so

$$PhP\,d=(E+I)\,d .$$

The roots are those of $h$ compressed to the range of $C$. If an eigenvector of $h$ lies in the range, its ionization energy is reproduced exactly. Otherwise exactness is not guaranteed, and the ordered roots are upper bounds.

**Single determinant.** For the Hartree–Fock pair $\varphi_1^2$, only $C_{11}=1$ is nonzero. This is not in general an eigenstate of $H$, but $F$ can still be formed:

$$\tfrac12F_{1q}=h_{q1}+(q1|11).$$

This is the Hartree–Fock matrix element between orbitals $q$ and 1. It vanishes for $q\ne1$ and equals the orbital energy $\varepsilon_1$ for $q=1$. Since $\gamma_{11}=2$, the single root is $I=-\varepsilon_1$, the ordinary Koopmans value. With $E_{\rm HF}=2h_{11}+(11|11)$ it can be written $h_{11}-E_{\rm HF}$, so its error relative to the exact value is

$$I_{\rm K}-I_1=(h_{11}-e_1)-(E_{\rm HF}-E).$$

The first bracket is the relaxation energy of the ion and the second the correlation energy lost in the neutral molecule, both counted positive. They enter with opposite signs, and either can be the larger, so the Koopmans value can lie above or below the exact one. For H$_2$ at 1.4 bohr in the cc-pVTZ basis the correlation energy (0.0394 hartree) exceeds the relaxation energy (0.0308 hartree), and the Koopmans value is 0.0085 hartree too low.

**More than two electrons.** The states $a_{q\sigma}\Psi$ span at most $M$ dimensions, whereas the ion space is generally much larger. The argument of section 4 then no longer applies.

## 6. LiH as a two-electron problem

Take LiH at a chosen distance of 3.0 bohr in the 6-31G basis, which has 11 orbitals. Keep the lowest Hartree–Fock orbital $\kappa$ doubly occupied in both molecule and ion. The two valence electrons then move in ten orbitals with

$$h_{pq}=h^{\rm bare}_{pq}+2(pq|\kappa\kappa)-(p\kappa|\kappa q),$$

where the added terms are the Coulomb and exchange fields of the closed core. Within this frozen-core model the valence shell is a true two-electron singlet.

**Energy balance.** The core energy, including nuclear repulsion, is $-6.901690$ hartree, and the two-electron energy is $E=-1.096177$ hartree. Their sum, $-7.997867$ hartree, is the frozen-core full-CI energy. The lowest eigenvalue of $h$ is $e_1=-0.816961$ hartree, so

$$I_1=-0.816961+1.096177=0.279216\ \text{hartree}=7.598\ \text{eV}.$$

**All roots.** The smallest natural occupation is $1.96\times10^{-8}$, so $\gamma$ is nonsingular and ten exact roots are expected. The eigenproblem was solved from the density matrices, and the ion levels were computed separately from a Hamiltonian over three-electron determinants. The ten pairs agree to $1.8\times10^{-11}$ hartree.

The lowest root has pole strength 0.888, the second 0.079. The highest, $I=1.485538$ hartree, corresponds to $e_{10}=1.485538-1.096177=+0.389361$ hartree. This lies above the threshold for removing the second valence electron too, so it is a discretized continuum level, exact only as a property of the finite basis.

**The Koopmans error.** The Koopmans value is 0.301126 hartree, which is 0.021909 hartree too high relative to $I_1$. The missing correlation energy is

$$E_{\rm HF}-E=-7.979178+7.997867=0.018689\ \text{hartree}.$$

By the formula of section 5, the relaxation energy is $0.021909+0.018689=0.040598$ hartree. In this basis correlation thus cancels a little less than half of the relaxation error. The fraction is not converged, because 6-31G recovers only about half of the valence correlation energy: in cc-pVTZ and cc-pVQZ the fraction is 0.82 and 0.84, and the Koopmans value is only 0.0081 and 0.0071 hartree too high.

**Weakly occupied orbitals.** Now restrict the eigenproblem to the $k$ most occupied natural orbitals. The excess of the lowest root over $I_1$ is:

| $k$ | occupation of orbital $k$ | excess (microhartree) |
|---|---|---|
| 1 | 1.957 | 45565 |
| 2 | $3.89\times10^{-2}$ | 2473 |
| 3 | $1.57\times10^{-3}$ | 2359 |
| 6 | $4.47\times10^{-4}$ | 70.8 |
| 9 | $5.46\times10^{-7}$ | 10.2 |
| 10 | $1.96\times10^{-8}$ | 0.0 |

The missing rows belong to two degenerate $\pi$ pairs. They leave the root unchanged because $h$ does not mix $\pi$ with the $\sigma$ orbital of the ion. The sixth orbital removes about 2288 microhartree, far more than the third, although its occupation is smaller. The tenth, with occupation near $10^{-8}$, still supplies the last 10 microhartree. This is the cancellation of occupations found in section 4.

With one natural orbital the excess is larger than the Koopmans error. The neutral energy is then already correlated, so no missing correlation offsets the unrelaxed ion.

**A state that is not an eigenstate.** Keep only the diagonal of $C$ in the Hartree–Fock orbitals and renormalize. The largest element of $|F-F^T|$ becomes $1.03\times10^{-2}$ hartree: the symmetry of $F$ is lost, as section 2 allows.

## 7. A full-CI state with singular $\gamma$

The ten valence orbitals comprise six $\sigma$, two $\pi_x$ and two $\pi_y$. In the $x$ component of the lowest singlet $\Pi$ state, one electron is in a $\sigma$ and the other in a $\pi_x$ orbital. In the order $(\sigma,\pi_x,\pi_y)$,

$$C=\begin{pmatrix}0&B&0\\B^T&0&0\\0&0&0\end{pmatrix},\qquad B:\ 6\times2 .$$

The rank of $B$ is at most 2, so that of $C$ is at most 4. The computed rank of $\gamma$ is 4 out of 10. Full CI therefore does not by itself guarantee a nonsingular metric.

Because $d=Cc$, removal of a $\pi_x$ electron leaves a $\sigma$ ion, and removal of a $\sigma$ electron leaves a $\pi_x$ ion. Three cases follow.

- **$\pi_x$ ion.** The range of $C$ contains both $\pi_x$ orbitals, so both levels are exact. The lower one is at 0.584803 hartree from either calculation.
- **$\sigma$ ion.** The range contains two combinations of six $\sigma$ orbitals. The lowest root is 0.119639 hartree, against the exact $-0.816961+0.936578=0.119617$ hartree. It is an upper bound, 21 microhartree too high.
- **$\pi_y$ ion.** These levels are missing, although they are degenerate with the $\pi_x$ levels. No one-electron removal from this component reaches them.

## 8. Four electrons, and the limits of the numbers

When all four electrons are correlated, the formula $A=-F/2$ still holds. It was tested by applying the annihilation operators to the full-CI state explicitly, with a largest deviation of $1.1\times10^{-14}$ hartree. What is lost is completeness. The ion with two $\alpha$ electrons and one $\beta$ electron has $55\times11=605$ determinants, while one-electron removal supplies at most 11 states.

The lowest root is 0.279205 hartree, and full CI for both molecule and ion gives 0.279134 hartree. The difference of 71 microhartree, about 0.025 % of the ionization energy, is an error of the removal ansatz in this basis. Its size depends on the basis (19 microhartree in cc-pVDZ), and it does not decide what happens in the limit of a complete basis.

The agreement in section 6 verifies an identity within a model; it does not measure the accuracy of the model. The basis is small, the nuclei are fixed at a chosen distance and relativity is neglected; the two-electron treatment also freezes the core. The value 7.598 eV is the vertical ionization energy of that model and is not converged with respect to the basis: the same frozen-core treatment gives 7.86, 7.99 and 8.03 eV in cc-pVDZ, cc-pVTZ and cc-pVQZ, while the lowest pole strength stays near 0.89. The complete numerical output follows.

## Table of computed values

```
LiH, 6-31G, distance = 3.0 bohr; orbitals: 11, active: 10
Hartree-Fock total energy          = -7.97917779 hartree
Frozen-core full-CI total energy   = -7.99786677 hartree
Core energy with nuclear repulsion = -6.90168966 hartree
Two-electron energy E              = -1.09617711 hartree
Lowest one-electron level of h     = -0.81696079 hartree
Natural occupations (spin-summed, dimensionless):
  1.957e+00 3.894e-02 1.569e-03 1.113e-03 1.113e-03
  4.468e-04 7.843e-07 7.843e-07 5.458e-07 1.960e-08
Root: EKT I, determinant-built ion I (hartree), pole strength
   1  0.27921631  0.27921631  8.884e-01
   2  0.71699170  0.71699170  7.923e-02
   3  0.74440184  0.74440184  5.371e-04
   4  0.74440184  0.74440184  5.371e-04
   5  0.83366707  0.83366707  2.528e-02
   6  0.90102167  0.90102167  2.055e-03
   7  0.93104857  0.93104857  1.965e-05
   8  0.93104857  0.93104857  1.965e-05
   9  0.96980937  0.96980937  2.072e-04
  10  1.48553821  1.48553821  3.724e-03
Largest EKT error over all roots   = 1.8e-11 hartree
Lowest ionization energy           = 7.59786 eV
Koopmans value                     = 0.30112573 hartree
Koopmans minus exact               = 0.02190942 hartree
Number of natural orbitals: excess of lowest root (microhartree)
   1  45565.186
   2  2472.988
   3  2358.955
   4  2358.955
   5  2358.955
   6  70.758
   7  70.758
   8  70.758
   9  10.231
  10  0.000
Truncated state: max |F - F^T|     = 1.027e-02 hartree
Singlet Pi: two-electron energy    = -0.93657811 hartree
Singlet Pi: rank of gamma          = 4 of 10
Singlet Pi: sigma, pi_x, pi_y orbitals = 6, 2, 2
Singlet Pi to sigma ion: lowest I, EKT   = 0.11963862 hartree
Singlet Pi to sigma ion: lowest I, exact = 0.11961732 hartree
Singlet Pi to pi_x ion: lowest I, EKT    = 0.58480284 hartree
Singlet Pi to pi_x ion: lowest I, exact  = 0.58480284 hartree
Four electrons: full-CI energy     = -7.99814153 hartree
Four electrons: lowest I, EKT      = 0.27920477 hartree
Four electrons: lowest I, full CI  = 0.27913416 hartree
Four electrons: EKT minus full CI  = 70.605 microhartree
Commutator formula, largest error  = 1.1e-14 hartree
```
